**Quasi-longitudinal phonon flux near [100] in a cubic crystal**

The program tests the expansion $v=v_0(1+a\theta^2/2)$ and the flux ratio $A=1/(1+a)^2$, where $\theta$ is the angle between the wavevector and [100], $v_0=\sqrt{C_{11}/\rho}$ and $a=[(C_{12}+C_{44})^2-(C_{11}-C_{44})^2]/[C_{11}(C_{11}-C_{44})]$. Here $C_{11},C_{12},C_{44}$ are the stiffnesses, $\rho$ is the density, and the source emits equal power per unit solid angle of wavevector direction. It asserts that the error of the speed expansion falls as $\theta^4$ at three azimuths, and that the period-averaged energy velocity equals a finite-difference gradient of the frequency. It also compares $A$ with a numerical Jacobian of the ray map for silicon, an isotropic solid and a solid of opposite anisotropy. A count of rays from 600,000 wavevectors over the whole sphere must agree with $A$ to within 5% in a 6° cone, with no distant wavevector contributing. For rough silicon inputs the output gives $A=0.267$, with a range of 0.253 to 0.282 from rounding the stiffness ratios. The cone count gives 0.275.

## Numerical verification

```python
# Result under test: near [100] in a cubic crystal the quasi-longitudinal (QL)
# speed is v = v0*(1 + a*theta**2/2), with v0 = sqrt(C11/rho) and
#   a = ((C12+C44)**2 - (C11-C44)**2) / (C11*(C11-C44)).
# Rays leave at (1+a)*theta, so the flux per solid angle along [100] is
# A = 1/(1+a)**2 times the isotropic value, for a source emitting equal power
# per solid angle of wavevector direction.
# C11, C12, C44: stiffnesses (eV/A^3); rho: density (u/A^3);
# theta: angle between wavevector and [100].  Internal speed unit: sqrt(eV/u).
# The silicon inputs are rough measured magnitudes, with rounded ratios.
import itertools
import numpy as np
from scipy import constants as const


def stiffness_tensor(c11, c12, c44):
    d = np.eye(3)
    tensor = (c12 * np.einsum('ij,kl->ijkl', d, d)
              + c44 * (np.einsum('ik,jl->ijkl', d, d)
                       + np.einsum('il,jk->ijkl', d, d)))
    for i in range(3):
        tensor[i, i, i, i] += c11 - c12 - 2 * c44
    return tensor


def ql_wave(k, tensor, rho):
    """QL frequency, polarization and energy velocity for rows k."""
    k = np.atleast_2d(k)
    kk = (k[:, :, None] * k[:, None, :]).reshape(-1, 9)
    gamma = kk @ tensor.transpose(1, 3, 0, 2).reshape(9, 9)
    values, vectors = np.linalg.eigh(gamma.reshape(-1, 3, 3))
    omega = np.sqrt(values[:, 2] / rho)
    e = vectors[:, :, 2]
    ee = (e[:, :, None] * e[:, None, :]).reshape(-1, 9)
    m = (ee @ tensor.transpose(0, 2, 1, 3).reshape(9, 9)).reshape(-1, 3, 3)
    velocity = np.einsum('ajl,al->aj', m, k) / (rho * omega[:, None])
    return omega, e, velocity


def curvature(c11, c12, c44):
    return ((c12 + c44)**2 - (c11 - c44)**2) / (c11 * (c11 - c44))


def flux_ratio(c11, c12, c44):
    return 1 / (1 + curvature(c11, c12, c44))**2


def direction(theta, azimuth):
    return np.array([np.cos(theta), np.sin(theta) * np.cos(azimuth),
                     np.sin(theta) * np.sin(azimuth)])


def numerical_flux_ratio(c11, c12, c44, rho, h=1e-3):
    """Inverse Jacobian of the map from wavevector to ray direction."""
    tensor = stiffness_tensor(c11, c12, c44)
    points = np.array([[1, h, 0], [1, -h, 0], [1, 0, h], [1, 0, -h]])
    ray = ql_wave(points, tensor, rho)[2]
    slope = ray[:, 1:] / ray[:, :1]
    jacobian = np.array([slope[0] - slope[1], slope[2] - slope[3]]) / (2 * h)
    return 1 / abs(np.linalg.det(jacobian))


C11, ratio12, ratio44, rho = 1.0, 0.39, 0.48, 1.4
C12, C44 = ratio12 * C11, ratio44 * C11
C = stiffness_tensor(C11, C12, C44)
a = curvature(C11, C12, C44)
A = flux_ratio(C11, C12, C44)
v0 = np.sqrt(C11 / rho)
speed_si = np.sqrt(const.e / const.atomic_mass)      # m/s per sqrt(eV/u)
speed_unit = speed_si * 1e10 * 1e-12                 # A/ps per sqrt(eV/u)

# Unit check: the same speed obtained through atomic units.
pc = const.physical_constants
c11_hartree = C11 / pc['Hartree energy in eV'][0]
rho_electron = rho * const.atomic_mass / const.m_e
v0_atomic = np.sqrt(c11_hartree / rho_electron)
assert np.isclose(v0_atomic * pc['atomic unit of velocity'][0],
                  v0 * speed_si, rtol=1e-7)

# Speed expansion: the error must fall as theta**4 at every azimuth.
for azimuth in (0.0, np.pi / 8, np.pi / 4):
    errors = []
    for theta in (0.04, 0.02):
        exact = ql_wave(direction(theta, azimuth), C, rho)[0][0]
        errors.append(exact / v0 - 1 - a * theta**2 / 2)
    assert abs(errors[0]) < 1e-5
    assert 15 < errors[0] / errors[1] < 17

# Period-averaged energy flow against the gradient of the frequency.
k = np.array([0.8, 0.5, 0.3])
omega, e, velocity = (q[0] for q in ql_wave(k, C, rho))
flux, energy = np.zeros(3), 0.0
for phase in 2 * np.pi * np.arange(16) / 16:
    du_dt = omega * e * np.sin(phase)
    grad_u = -np.outer(e, k) * np.sin(phase)
    stress = np.einsum('ijkl,kl->ij', C, grad_u)
    flux -= du_dt @ stress
    energy += 0.5 * rho * du_dt @ du_dt + 0.5 * np.sum(stress * grad_u)
step = 1e-5 * np.eye(3)
gradient = (ql_wave(k + step, C, rho)[0]
            - ql_wave(k - step, C, rho)[0]) / 2e-5
assert np.allclose(flux / energy, gradient, atol=1e-8)
assert np.allclose(velocity, gradient, atol=1e-8)

# Flux ratio for silicon, an isotropic solid and reversed anisotropy.
c44_isotropic = (C11 - C12) / 2
c44_reversed = 0.20 * C11
numerical = [numerical_flux_ratio(C11, C12, c, rho)
             for c in (C44, c44_isotropic, c44_reversed)]
formula = [flux_ratio(C11, C12, c)
           for c in (C44, c44_isotropic, c44_reversed)]
assert np.allclose(numerical, formula, rtol=1e-4)
assert numerical[0] < 1 < numerical[2]
assert abs(numerical[1] - 1) < 1e-4

# Count rays in a narrow cone, from wavevectors spread over the whole sphere.
count = 600000
index = np.arange(count)
z = 1 - (2 * index + 1) / count
angle = index * np.pi * (3 - np.sqrt(5))
radius = np.sqrt(1 - z**2)
n = np.column_stack((radius * np.cos(angle), radius * np.sin(angle), z))
rays = ql_wave(n, C, rho)[2]
cone_deg = 6.0
cosine = np.cos(np.radians(cone_deg))
inside = rays[:, 0] / np.linalg.norm(rays, axis=1) > cosine
rays_inside = int(inside.sum())
isotropic_inside = int((n[:, 0] > cosine).sum())
cone_ratio = rays_inside / isotropic_inside
widest = np.degrees(np.arccos(n[inside, 0].min()))
# Tolerance covers the finite cone width and the finite number of rays.
assert abs(cone_ratio / A - 1) < 0.05
assert widest < 3.5          # no distant wavevector feeds the [100] cone

# Effect of rounding the two stiffness ratios to two decimals.
corners = [flux_ratio(1.0, ratio12 + s, ratio44 + t)
           for s, t in itertools.product((-0.005, 0.005), repeat=2)]
assert min(corners) < A < max(corners)
assert abs(A - 0.27) < 0.005

print(f"C11 (rough input) = {C11:.2f} eV/A^3")
print(f"C12 (rough input) = {C12:.2f} eV/A^3")
print(f"C44 (rough input) = {C44:.2f} eV/A^3")
print(f"density (rough input) = {rho:.1f} u/A^3")
print(f"C12 + C44 = {C12 + C44:.2f} eV/A^3")
print(f"C11 - C44 = {C11 - C44:.2f} eV/A^3")
print(f"C12 + 2 C44 - C11 = {C12 + 2 * C44 - C11:.2f} eV/A^3")
print(f"QL speed along [100] = {v0 * speed_unit:.2f} A/ps")
print(f"QL speed along [100], converted = {v0 * speed_si:.0f} m/s")
print(f"curvature coefficient a = {a:.4f} (dimensionless)")
print(f"ray stretch 1 + a = {1 + a:.4f} (dimensionless)")
print(f"flux ratio A, formula = {A:.4f} (dimensionless)")
print(f"flux ratio A, numerical Jacobian = {numerical[0]:.4f} (dimensionless)")
print(f"A range from rounded ratios = {min(corners):.3f} to "
      f"{max(corners):.3f} (dimensionless)")
print("Wavevector tilted from [100] toward [010]:")
for degrees in (2.0, 5.0, 10.0):
    theta = np.radians(degrees)
    w, _, ray = ql_wave(direction(theta, 0.0), C, rho)
    ray_angle = np.degrees(np.arctan2(ray[0, 1], ray[0, 0]))
    series = v0 * (1 + a * theta**2 / 2)
    print(f" tilt {degrees:.0f} deg: speed exact = {w[0] * speed_unit:.3f} A/ps,"
          f" expansion = {series * speed_unit:.3f} A/ps")
    print(f" tilt {degrees:.0f} deg: ray angle exact = {ray_angle:.2f} deg,"
          f" linear = {(1 + a) * degrees:.2f} deg")
print(f"wavevectors on whole sphere = {count} (count)")
print(f"cone half-angle = {cone_deg:.1f} deg")
print(f"silicon rays in cone = {rays_inside} (count)")
print(f"isotropic rays in cone = {isotropic_inside} (count)")
print(f"cone flux ratio = {cone_ratio:.3f} (dimensionless)")
print(f"largest wavevector tilt feeding cone = {widest:.2f} deg")
print(f"isotropic test C44 = {c44_isotropic:.3f} eV/A^3")
print(f"isotropic test flux ratio = {numerical[1]:.4f} (dimensionless)")
print(f"reversed-anisotropy test C44 = {c44_reversed:.2f} eV/A^3")
print(f"reversed-anisotropy flux ratio = {numerical[2]:.3f} (dimensionless)")
print("all assertions hold")
```

Running it gives:

```
C11 (rough input) = 1.00 eV/A^3
C12 (rough input) = 0.39 eV/A^3
C44 (rough input) = 0.48 eV/A^3
density (rough input) = 1.4 u/A^3
C12 + C44 = 0.87 eV/A^3
C11 - C44 = 0.52 eV/A^3
C12 + 2 C44 - C11 = 0.35 eV/A^3
QL speed along [100] = 83.02 A/ps
QL speed along [100], converted = 8302 m/s
curvature coefficient a = 0.9356 (dimensionless)
ray stretch 1 + a = 1.9356 (dimensionless)
flux ratio A, formula = 0.2669 (dimensionless)
flux ratio A, numerical Jacobian = 0.2669 (dimensionless)
A range from rounded ratios = 0.253 to 0.282 (dimensionless)
Wavevector tilted from [100] toward [010]:
 tilt 2 deg: speed exact = 83.064 A/ps, expansion = 83.064 A/ps
 tilt 2 deg: ray angle exact = 3.85 deg, linear = 3.87 deg
 tilt 5 deg: speed exact = 83.305 A/ps, expansion = 83.313 A/ps
 tilt 5 deg: ray angle exact = 9.42 deg, linear = 9.68 deg
 tilt 10 deg: speed exact = 84.091 A/ps, expansion = 84.200 A/ps
 tilt 10 deg: ray angle exact = 17.59 deg, linear = 19.36 deg
wavevectors on whole sphere = 600000 (count)
cone half-angle = 6.0 deg
silicon rays in cone = 452 (count)
isotropic rays in cone = 1642 (count)
cone flux ratio = 0.275 (dimensionless)
largest wavevector tilt feeding cone = 3.13 deg
isotropic test C44 = 0.305 eV/A^3
isotropic test flux ratio = 1.0000 (dimensionless)
reversed-anisotropy test C44 = 0.20 eV/A^3
reversed-anisotropy flux ratio = 2.479 (dimensionless)
all assertions hold
```
